# Kelvin equation for the vapour pressure of a small precursor droplet

Suppose that the vapour pressure over a liquid droplet differs from that over a flat surface because of surface tension alone. The quantities at hand are then the surface tension $\gamma$ (energy per area), the molar volume of the liquid $V_m$ (volume per mole), the thermal energy $RT$ (energy per mole) and the radius $r$. In a product $\gamma^aV_m^b(RT)^cr^d$, energy cancels if $a+c=0$, the mole cancels if $b+c=0$, and length cancels if $-2a+3b+d=0$. Hence $c=-a$, $b=a$ and $d=-a$, which leaves one independent dimensionless group, and

$$\frac{p_r}{p_{\rm flat}}=f\!\left(\frac{\gamma V_m}{rRT}\right),\qquad f(0)=1 .$$

Here $p_r$ is the equilibrium partial pressure of the precursor over the droplet and $p_{\rm flat}$ is that over a flat surface of the same liquid. The condition $f(0)=1$ says that a very large droplet behaves as a flat surface. Curvature therefore matters when $r$ is not large compared with the length $\gamma V_m/(RT)$. Dimensions cannot supply the function $f$. They also cannot exclude a second group, $PV_m/(RT)$, formed with the total gas pressure $P$. Both questions are settled by the conditions of equilibrium.

Consider a spherical droplet of pure precursor in a gas that contains its vapour and a carrier gas. The temperature $T$ and the total gas pressure $P$ are fixed, and $p_{\rm flat}$ is defined at the same $T$ and $P$. The liquid is taken as incompressible, the gas as ideal, the carrier as insoluble in the liquid, and $\gamma$ as independent of $r$. Throughout, $r$ is the radius and not the diameter.

The first condition is mechanical. Cut the droplet through its centre and consider the forces on one half along the axis normal to the cut. The liquid on the other side pushes on the cut with force $p_{\rm liq}\pi r^2$. The gas pushes the opposite way on the curved surface. At polar angle $\theta$ from the axis the useful component of this push is $P\cos\theta$, so its total is

$$\int_0^{\pi/2}P\cos\theta\;2\pi r^2\sin\theta\,d\theta=P\pi r^2 .$$

The surface tension pulls along the rim, of length $2\pi r$, in the same direction as the gas pushes. Balance requires

$$p_{\rm liq}\pi r^2=P\pi r^2+2\pi r\gamma
\quad\Longrightarrow\quad p_{\rm liq}=P+\frac{2\gamma}{r}.$$

The liquid in the droplet is thus compressed by the Laplace pressure $2\gamma/r$, whereas liquid under a flat surface has the pressure $P$.

The second condition concerns exchange of molecules. At fixed temperature the chemical potential of a pure liquid changes with pressure as $d\mu_{\rm liq}=V_m\,dp$. Since $V_m$ is constant for an incompressible liquid, integration from $P$ to $P+2\gamma/r$ gives

$$\mu_{\rm liq}\!\left(P+\frac{2\gamma}{r}\right)=\mu_{\rm liq}(P)+\frac{2\gamma V_m}{r}.$$

For an ideal vapour at partial pressure $p$, $\mu_{\rm vap}(p)=\mu^\circ(T)+RT\ln(p/p^\circ)$, where $p^\circ$ is a fixed reference pressure. Equilibrium over the droplet and over the flat surface means, respectively,

$$\mu_{\rm liq}(P)+\frac{2\gamma V_m}{r}=\mu^\circ+RT\ln\frac{p_r}{p^\circ},
\qquad
\mu_{\rm liq}(P)=\mu^\circ+RT\ln\frac{p_{\rm flat}}{p^\circ}.$$

Subtracting the second equation from the first removes $\mu_{\rm liq}(P)$, $\mu^\circ$ and $p^\circ$:

$$RT\ln\frac{p_r}{p_{\rm flat}}=\frac{2\gamma V_m}{r}.$$

Division by $RT$ and exponentiation give the Kelvin equation,

$$\boxed{\;p_r=p_{\rm flat}\,e^{r_K/r},\qquad r_K=\frac{2\gamma V_m}{RT}\;}$$

The unknown function is $f(x)=e^{2x}$, and the total pressure drops out of the ratio because it acts equally on both liquids.

The same result follows from the surface energy, which shows why that energy must not be added to the Laplace term. Move $dn$ moles from the vapour to the droplet at fixed $T$ and $P$. If the liquid is assigned its chemical potential at the gas pressure $P$, the free energy changes by $[\mu_{\rm liq}(P)-\mu_{\rm vap}]\,dn+\gamma\,dA$. With $A=4\pi r^2$ and $n=4\pi r^3/(3V_m)$,

$$\frac{dA}{dn}=\frac{8\pi r\,dr}{4\pi r^2\,dr/V_m}=\frac{2V_m}{r}.$$

Setting the change to zero gives $\mu_{\rm vap}=\mu_{\rm liq}(P)+2\gamma V_m/r$, as before. The term $2\gamma V_m/r$ is either the cost of new surface or the effect of the Laplace pressure. These are two accounts of one contribution.

The sign depends on which side holds the liquid. For liquid with a concave spherical surface, such as a meniscus in a wetted pore, the centre of curvature lies in the gas and the tension pulls the liquid outwards. Then $p_{\rm liq}=P-2\gamma/r$, and the same steps give $p_r=p_{\rm flat}e^{-r_K/r}$. A droplet has a raised vapour pressure and such a meniscus a lowered one.

Tables usually list the saturation pressure $p_0$ of the pure liquid under its own vapour, which is not quite $p_{\rm flat}$. By definition $\mu_{\rm liq}(p_0)=\mu_{\rm vap}(p_0)$. Raising the pressure on the flat liquid to $P$ adds $V_m(P-p_0)$ to its chemical potential, and the vapour must follow:

$$RT\ln\frac{p_{\rm flat}}{p_0}=V_m(P-p_0)
\quad\Longrightarrow\quad
p_{\rm flat}=p_0\exp\!\left[\frac{V_m(P-p_0)}{RT}\right].$$

Without a carrier gas, the gas pressure is $p_r$ itself and the liquid pressure is $p_r+2\gamma/r$. Measured from the flat state at $p_0$, equilibrium then requires

$$RT\ln\frac{p_r}{p_0}=V_m\left(\frac{2\gamma}{r}+p_r-p_0\right).$$

The Kelvin equation with $p_0$ as reference is a good approximation to the ratio $p_r/p_0$ if $V_m(p_r-p_0)\ll RT$.

Whether a droplet survives depends on the vapour around it. Let the partial pressure be held at $p=Sp_{\rm flat}$ with $S>1$. Transfer of one mole from this vapour to flat liquid changes the free energy by $-RT\ln S$, so the work of forming a droplet is

$$W(r)=4\pi r^2\gamma-\frac{4\pi r^3}{3V_m}RT\ln S .$$

Its derivative is

$$\frac{dW}{dr}=8\pi r\gamma-\frac{4\pi r^2}{V_m}RT\ln S,$$

which vanishes at

$$r^*=\frac{2\gamma V_m}{RT\ln S}=\frac{r_K}{\ln S}.$$

This is the Kelvin equation solved for the radius. The second derivative is $8\pi\gamma-8\pi rRT\ln S/V_m$. At $r^*$ the last term equals $16\pi\gamma$, so the second derivative is $-8\pi\gamma$ and the work has a maximum. The equilibrium is unstable: a slightly smaller droplet evaporates and a slightly larger one grows.

In a small closed volume the outcome can differ, because growth uses up vapour. Neglect the volume of the liquid and the small change of $p_{\rm flat}$, and let $n_v$ moles of vapour remain. The slope of the free energy with $r$ is a positive factor times $r_K/r-\ln(p/p_{\rm flat})$. For a minimum this bracket must increase through zero, hence

$$-\frac{r_K}{r^2}-\frac{1}{p}\frac{dp}{dr}>0 .$$

Since $p\propto n_v$ and $dn_v=-4\pi r^2dr/V_m=-3n\,dr/r$, the second term is $+3n/(n_vr)$. Multiplication by $r^2$ and division by $3r$ give

$$\frac{n}{n_v}>\frac{r_K}{3r}.$$

A single droplet is stable against small changes of its radius if it holds a large enough share of the precursor.

For a worked example, take rough typical values for tetraethyl orthosilicate (TEOS), a liquid silicon precursor, carried as a mist in nitrogen: $T=300$ K, $P=760$ Torr, $p_0=2.00$ Torr, $\gamma=22.0$ mN/m and $V_m=220$ cm³/mol. With $RT=2494$ J/mol,

$$r_K=\frac{2(0.0220\ \mathrm{N/m})(2.20\times10^{-4}\ \mathrm{m^3/mol})}{2494\ \mathrm{J/mol}}=3.88\ \mathrm{nm}.$$

The carrier pressure raises the flat reference by 0.90%, to $p_{\rm flat}=2.018$ Torr. For a radius of 10 nm the exponent is $3.88/10=0.388$, so

$$p_r=2.018\,e^{0.388}=2.018\times1.474=2.97\ \mathrm{Torr}.$$

The enhancement is 47%. At 100 nm it is 4.0%, with $p_r=2.098$ Torr, and at 1000 nm it is 0.39%, with $p_r=2.026$ Torr. The last two follow the limit $r\gg r_K$, where $e^{r_K/r}\approx1+r_K/r$. For an ideal gas, curvature at 1000 nm does less than the carrier pressure does to the flat reference. An enhancement of 1% requires $r=r_K/\ln1.01=390$ nm. In vapour held at $S=1.5$, the critical radius is $3.88/\ln1.5=9.57$ nm.

The Laplace pressure at 10 nm is $2\gamma/r=4.40$ MPa, or about 33,000 Torr, far above the gas pressure. It is large enough to ask whether the liquid may be called incompressible. With constant compressibility $\kappa$, the molar volume at an excess pressure $x$ is $V_me^{-\kappa x}$, and the term $V_m\Delta p$, with $\Delta p=2\gamma/r$, becomes

$$\int_0^{\Delta p}V_me^{-\kappa x}dx=V_m\frac{1-e^{-\kappa\Delta p}}{\kappa}
\approx V_m\Delta p\left(1-\frac{\kappa\Delta p}{2}\right).$$

For a rough $\kappa=1.0$ GPa⁻¹ the exponent falls by 0.22% of itself. A larger uncertainty lies in the surface tension. To first order in the Tolman length $\delta$, a curved surface has $\gamma(r)=\gamma(1-2\delta/r)$, where $r$ is the radius at which the Laplace equation holds. A magnitude of 0.10 nm, with unknown sign, changes the exponent by 2.0% of itself at 10 nm. Such a droplet contains about 11,000 molecules with a mean spacing of 0.7 nm. Since the number scales as $r^3$, a radius of 1 nm would leave only about eleven, and neither a sharp surface nor a macroscopic $\gamma$ can then be relied on.

Gas imperfection has little effect on the ratio $p_r/p_{\rm flat}$ here. A second virial coefficient $B$ adds $Bp$ to the chemical potential of a pure vapour, which shifts $\ln(p_r/p_{\rm flat})$ by $-B(p_r-p_{\rm flat})/(RT)$. A rough $B=-3000$ cm³/mol gives $1.5\times10^{-4}$ at 10 nm. In a carrier at fixed total pressure the shift is about twice as large. With vapour fraction $y=p/P$, cross coefficient $B_{12}$ and carrier coefficient $B_{22}$, the chemical potential of the vapour gains $[2yB+2(1-y)B_{12}-B_{\rm mix}]P$, where $B_{\rm mix}=y^2B+2y(1-y)B_{12}+(1-y)^2B_{22}$. For small $y$ this equals $(2B_{12}-B_{22})P+(2B-4B_{12}+2B_{22})p$, so the shift of $\ln(p_r/p_{\rm flat})$ is $-(2B-4B_{12}+2B_{22})(p_r-p_{\rm flat})/(RT)$. With a rough $B_{12}=-250$ cm³/mol and $B_{22}\approx-4$ cm³/mol this is $2.6\times10^{-4}$, still negligible. The term $(2B_{12}-B_{22})P$ cancels in the ratio but shifts the flat reference, $\ln(p_{\rm flat}/p_0)\approx(V_m-2B_{12}+B_{22})P/(RT)$. With the same values this is about 3%, so the 0.90% found above is the value for an ideal gas only. The pressure term that distinguishes the pure-vapour relation is smaller still, about $1\times10^{-5}$.

The temperature of use matters more. With rough linear coefficients of $-0.09$ mN/(m K) for $\gamma$ and $1.1\times10^{-3}$ K⁻¹ for the relative expansion of $V_m$, a vaporizer at 370 K has $\gamma=15.7$ mN/m and $V_m=237$ cm³/mol. The Kelvin length drops to 2.42 nm, which is 38% below its value at 300 K. The lower surface tension and the larger $RT$ outweigh the expansion.

The Kelvin equation describes equilibrium, whereas a droplet in clean carrier evaporates and cools. For a droplet much larger than the mean free path of the gas, heat arrives by conduction and vapour leaves by diffusion. In a steady state the heat flow $Q$ through every sphere of radius $x$ is the same, $Q=4\pi x^2k\,dT/dx$, with $k$ the thermal conductivity. Integration from $r$ to infinity gives $Q=4\pi rk(T-T_d)$, where $T_d$ is the droplet temperature. In the same way the molar flow of vapour is $4\pi rDp_s/(RT)$, with diffusivity $D$, surface pressure $p_s$ and no vapour far away. If each mole takes up the latent heat $L$, the factors $4\pi r$ cancel:

$$k(T-T_d)=\frac{DLp_s}{RT}.$$

For a droplet much smaller than the mean free path, molecules reach the surface without colliding near it. The molar flux of a gas at pressure $p$ and molar mass $M$ onto a surface is $p/\sqrt{2\pi MRT}$. Fast molecules arrive more often, so the motion normal to the surface carries a mean energy $k_BT$ instead of $k_BT/2$. The two tangential motions add $k_BT$, and the rotation of a diatomic molecule adds another $k_BT$, which makes $3k_BT$ in all. If the carrier molecules leave at the droplet temperature, each mole delivers $3R(T-T_d)$. Assume also that vapour leaves at the full kinetic rate, neglect the difference between $T_d$ and $T$ under the square root, and take the carrier pressure as $P$. The heat taken up per mole is set equal to $L$, although it is somewhat smaller, for two reasons. The escaping molecules carry a translational energy of $2RT$ per mole, whereas $L$ includes $5RT/2$, and the shrinking surface gives up its own energy. Then

$$\frac{3R(T-T_d)P}{\sqrt{M_g}}=\frac{Lp_s}{\sqrt{M}},$$

where $M_g$ belongs to the carrier and $M$ to the precursor. In both limits $p_s$ is lowered by the cooling itself. For an ideal vapour with constant $L$ and negligible liquid volume, $d\ln p/dT=L/(RT^2)$, so that

$$p_s=p_{\rm flat}\,e^{r_K/r}\exp\!\left[-\frac{L}{R}\left(\frac1{T_d}-\frac1T\right)\right],$$

with $r_K$ kept at its value for $T$.

Rough inputs are $L=50$ kJ/mol, $D=0.050$ cm²/s, $k=0.026$ W/(m K), $M=208$ g/mol and $M_g=28$ g/mol. The mean free path in nitrogen is about 67 nm, but the radius at which the two limits give equal flows is a more direct guide. For heat it is $k\sqrt{2\pi M_gRT}/(3RP)$, about 216 nm, and for vapour it is $D\sqrt{2\pi M/(RT)}$, about 114 nm. The small-droplet limit therefore serves for 10 nm and the continuum limit for 1000 nm, as approximations. A 100 nm droplet lies between them. At 10 nm the solution is a cooling of 2.4 K, which multiplies the pressure by 0.848. The net ratio is $p_s/p_{\rm flat}=1.474\times0.848=1.25$, so in this estimate cooling removes nearly half of the 47% gain. The heat taken up per mole is smaller than $L$ by $RT/2+2V_m(\gamma-T\,d\gamma/dT)/r\approx3.4$ kJ/mol. Allowing for this and evaluating $r_K$ at $T_d$ gives a cooling of about 2.3 K and a net ratio of about 1.27, so that 43% of the gain is lost. At 1000 nm the cooling is 0.98 K and the net ratio is $1.0039\times0.937=0.94$. Interpolation between the two limits raises this cooling to between 1.03 and 1.06 K and leaves the net ratio at 0.94. There the loss of about 6% far exceeds the curvature gain of 0.39%.

For droplets of micrometre size or larger under the conditions of this example, curvature is a minor correction to the vapour pressure, and in clean carrier the cooling by evaporation changes that pressure more. Curvature becomes important in the last stage of evaporation and for small droplets that form where vapour is supersaturated. The cooling figures are for an isolated droplet in clean carrier at 760 Torr. Vapour that accumulates in a dense mist reduces net evaporation and hence cooling. A lower carrier pressure increases the cooling, since $D$ varies as $1/P$ in the continuum limit and $P$ stands beside $T-T_d$ in the other. The material values are rough, so a design needs measured $\gamma$, $V_m$ and $p_0$ at the temperature of the vaporizer. The numerical output lists the inputs and the main results of the example.

## Table of computed values

```
INPUTS: rough typical values, TEOS mist in nitrogen
temperature: 300 K
total gas pressure: 760 Torr
saturation pressure p_0: 2.00 Torr
surface tension: 22.0 mN/m
liquid molar volume: 220 cm3/mol
KELVIN EQUATION
R T: 2494.3 J/mol
Kelvin length r_K: 3.881 nm
flat-surface pressure under carrier: 2.0179 Torr
r = 10 nm: exponent 0.38808, ratio 1.47415, p_r 2.9747 Torr
r = 100 nm: exponent 0.03881, ratio 1.03957, p_r 2.0978 Torr
r = 1000 nm: exponent 0.00388, ratio 1.00389, p_r 2.0258 Torr
Laplace pressure at 10 nm: 4.40 MPa = 33003 Torr
radius for 1% enhancement: 390 nm
critical radius at S = 1.5: 9.57 nm
molecules in a 10 nm droplet: 11466
molecular spacing: 0.715 nm
NEGLECTED EFFECTS (10 nm unless stated)
carrier pressure raises p_flat by: 0.90 %
compressibility input: 1.0 1/GPa
compressibility changes exponent by: -0.22 %
Tolman length magnitude input: 0.10 nm
Tolman change of exponent, either sign: 2.0 %
second virial coefficient input: -3000 cm3/mol
non-ideality shift of ln ratio: 1.53e-04
pure-vapour pressure term in ln ratio: 1.13e-05
warmer vaporizer: 370 K
surface tension slope input: -0.09 mN/(m K)
thermal expansion input: 1.1e-03 1/K
surface tension when warm: 15.7 mN/m
molar volume when warm: 237 cm3/mol
Kelvin length when warm: 2.42 nm
EVAPORATION INTO CLEAN CARRIER
latent heat input: 50 kJ/mol
diffusivity input: 0.050 cm2/s
nitrogen conductivity input: 0.026 W/(m K)
molar masses input: precursor 208, nitrogen 28 g/mol
nitrogen collision diameter input: 0.37 nm
nitrogen mean free path: 67 nm
10 nm, free-molecular: cooling 2.44 K
  cooling factor 0.8483, net p_s/p_flat 1.2505
1000 nm, continuum: cooling 0.98 K
  cooling factor 0.9367, net p_s/p_flat 0.9404
```
